# Why primary current density depends on the electrode–insulator angle

In a 267 mL Hull cell run at 1 A, the mean current density on the slanted cathode is 20.6 mA/cm². If resistance of the solution alone sets the distribution, the density 1 mm from one end of that cathode is 0.086 mA/cm², and 1 mm from the other end it is 106.5 mA/cm². The two places belong to one metal sheet at one potential, in one uniform solution, yet they differ by a factor of about 1200. Closer to the ends the first value tends to zero and the second grows without bound. The second end is also nearer the anode, which adds to the contrast, but the zero and the infinity are decided by the angle, filled with electrolyte, between the cathode and the insulating wall: 39° at the first end and 141° at the second.

## What the primary distribution assumes

The electrolyte has uniform conductivity $\kappa$ and no concentration gradients, so the potential obeys Laplace's equation. Charge transfer costs no voltage, so the solution next to each electrode is at a constant potential. No current crosses an insulator, so the normal derivative of the potential vanishes there.

Let $u$ be the magnitude of the potential difference between a point in the solution and the electrode under study, and $U$ the difference between the two electrodes. A harmonic function has no minimum or maximum inside its region unless it is constant. Nor can it have one on a straight insulator, because its normal derivative would then be nonzero. The extreme values therefore lie on the electrodes, and $0<u<U$ in the solution.

Near the junction both surfaces are taken as straight. Let $r$ be the distance from the junction and $\theta$ the angle measured through the electrolyte, from the electrode at $\theta=0$ to the insulator at $\theta=\beta$:

$$u(r,0)=0,\qquad \frac{\partial u}{\partial\theta}(r,\beta)=0 .$$

The field does not vary along the junction line. In the Hull cell this holds because the floor and the liquid surface are insulating and perpendicular to the electrodes. Current densities below are magnitudes, so the same formulas serve anode and cathode.

## Why ninety degrees is the dividing angle

Current runs parallel to the insulator and meets the electrode at right angles. If the current vector had a finite, nonzero limit at the junction, that one vector would have to satisfy both demands. The insulator would then be perpendicular to the electrode, so $\beta$ would be 90° or 270°. At 270° the corresponding uniform field has $u\propto r\sin\theta$, which is negative for $\theta>180°$ and is excluded by $u>0$. That leaves 90°.

Reflection shows what happens at other angles up to 180°. Since no current crosses the insulator, a mirror image of the solution can be placed behind it without disturbing the field. The insulator disappears, and an all-electrode corner of opening $2\beta$ remains. For $\beta<90°$ this is a recess, shielded by its own sides. For $\beta=90°$ it is a flat face. For $\beta>90°$ it is a projecting edge, which draws current from a wide region of solution.

## The power law

In polar coordinates Laplace's equation, multiplied by $r^2$, is

$$r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)+\frac{\partial^2u}{\partial\theta^2}=0 .$$

The simplest angular profile that vanishes at the electrode and is level at the insulator is a quarter of a sine wave, $\sin\nu\theta$ with $\nu\beta=\pi/2$. Its weight in the true potential is measured by

$$f(r)=\int_0^\beta u\,\sin(\nu\theta)\,d\theta,\qquad \nu=\frac{\pi}{2\beta}.$$

Applying the radial operator to $f$ and using Laplace's equation gives

$$r(rf')'=-\int_0^\beta\frac{\partial^2u}{\partial\theta^2}\sin(\nu\theta)\,d\theta .$$

The first integration by parts yields

$$r(rf')'=-\left[\frac{\partial u}{\partial\theta}\sin\nu\theta\right]_0^\beta+\nu\int_0^\beta\frac{\partial u}{\partial\theta}\cos(\nu\theta)\,d\theta .$$

The bracket is zero, because $\partial u/\partial\theta=0$ at $\beta$ and the sine vanishes at 0. The second integration yields

$$r(rf')'=\nu\Big[u\cos\nu\theta\Big]_0^\beta+\nu^2\int_0^\beta u\sin(\nu\theta)\,d\theta=\nu^2f .$$

This bracket is zero too, because $\cos\nu\beta=\cos(\pi/2)=0$ and $u=0$ at the electrode. Inserting $f=r^p$ gives $p^2=\nu^2$, so

$$f=Ar^{\nu}+Br^{-\nu}.$$

Since $u<U$, the integral obeys $f<U\int_0^\beta\sin(\nu\theta)\,d\theta=U/\nu$ at every $r$. The second term would break this bound as $r\to0$, so $B=0$. Both $u$ and $\sin\nu\theta$ are positive inside the wedge, so $f>0$ and $A>0$.

The complete potential also contains narrower angular profiles, $\sin\nu_n\theta$ with $\nu_n=(2n+1)\nu$. They satisfy the same two conditions, because $\cos\nu_n\beta=\cos[(2n+1)\pi/2]=0$, and the same calculation gives each a radial factor $r^{\nu_n}$. With $\int_0^\beta\sin^2(\nu_n\theta)\,d\theta=\beta/2$, the expansion is

$$u=\sum_{n\ge0}a_nr^{\nu_n}\sin(\nu_n\theta),\qquad a_n=\frac{2}{\beta}\,r^{-\nu_n}\int_0^\beta u\sin(\nu_n\theta)\,d\theta .$$

The value of $a_n$ does not depend on which arc inside the wedge is used. On an arc of radius $R$ the integral is at most $U\beta$ in size, so $|a_n|\le2UR^{-\nu_n}$. The series and its derivatives therefore converge for $r<R$.

The gradient normal to the electrode is $(1/r)\,\partial u/\partial\theta$ at $\theta=0$. Hence

$$i(r)=\kappa\sum_{n\ge0}\nu_na_nr^{\nu_n-1}\simeq\kappa\nu a_0r^{\nu-1},\qquad \nu-1=\frac{90°}{\beta}-1 .$$

Because $a_0>0$, the sign of the exponent decides the matter. It is positive below 90°, where the density vanishes; zero at 90°, where it tends to $\kappa a_0$; and negative above 90°, where it diverges. A narrow wedge forces the quarter wave into a small angle. The strong angular curvature must be balanced by a steep radial variation, so the potential dies out quickly towards the junction.

The second term, relative to the first, is $3(a_1/a_0)r^{2\nu}$, which sets the range of the one-term law. A third electrode at another potential can remove the guarantee that $u$ has one sign. If $a_0$ then happens to be zero and $a_1$ is not, the exponent becomes $3\nu-1$. At 120° this is $+1.25$, and the density vanishes despite the obtuse angle.

## How large the effect is

The Hull cell has insulating walls of 127 and 48 mm and a 64 mm anode perpendicular to both. The cathode joins the far ends of the walls, so its acute angle is $\arctan[64/(127-48)]=39.0°$ and its obtuse angle is 141.0°. The conductivity is 0.50 S/cm. The densities come from a finite-element solution of Laplace's equation with no corner law built in.

| Junction | Angle | Exponent, law | Exponent, field |
|---|---:|---:|---:|
| Cathode, long wall | 39.0° | 1.307 | 1.309 |
| Anode, either wall | 90.0° | 0.000 | 0.000 |
| Cathode, short wall | 141.0° | −0.362 | −0.362 |

The field exponents are slopes fitted between 0.5 and 5 mm at the acute end and between 0.05 and 0.5 mm elsewhere. A second cell, with the same anode and short wall but cathode angles of 60° and 120°, gave 0.500 and −0.250, as the law requires.

The amplitude was tested as well. With $a_0$ taken from the potential on an arc 30 mm from the obtuse corner, the law predicts 245.6 mA/cm² at 0.1 mm; the finite-element solution gives 245.3 mA/cm², about 0.3 low through mesh error, and the exact field value is 245.6 mA/cm². At 10 mm the law gives 46.4 and the field 44.2 mA/cm², a 5% excess relative to the field. The one-term law is thus a near-corner result, though here a serviceable one up to about a centimetre.

The exponents show how fast the ends separate. Moving from 1 mm to 0.1 mm multiplies the density at the obtuse end by $10^{0.362}=2.3$. Moving from 10 mm to 1 mm at the acute end divides it by $10^{1.307}=20$, from 1.75 to 0.086 mA/cm².

A right angle gives a finite density, but not a uniform one. The anode carries 30.2 mA/cm² near the long wall and 35.7 mA/cm² near the short wall, because the cathode is closer on that side.

A flush electrode in an insulating plane has $\beta=180°$ and exponent $-1/2$. For a long strip occupying $|x|<1$, with a remote counter-electrode, the potential is $u=\mathrm{Re}\,\mathrm{arccosh}(x+iy)$ in suitable units. With $z=x+iy$, the derivative $1/\sqrt{z^2-1}$ equals $\partial u/\partial x-i\,\partial u/\partial y$. On the strip it is imaginary, so $u$ is constant; on the insulator it is real, so no current crosses. The normal gradient on the strip is $1/\sqrt{1-x^2}$. At distance $r=1-x$ from the edge, $1-x^2=r(2-r)\simeq2r$, and the gradient becomes $1/\sqrt{2r}$, the predicted inverse square root.

## An infinite density carries a finite current

The current collected between the junction and distance $r$, per unit depth, is

$$\int_0^r\kappa\nu a_0s^{\nu-1}ds=\kappa a_0r^{\nu}=\frac{r\,i(r)}{\nu},$$

which is finite because $\nu>0$. At the obtuse end the one-term density at 1 mm is 106.8 mA/cm², $\nu=0.638$ and the liquid is 4.77 cm deep. The last millimetre therefore takes

$$\frac{0.1\times106.8}{0.638}\times4.77\simeq80\ \text{mA},$$

or 8% of the total current on 1% of the cathode length. The average over a stated width, $i(r)/\nu$, is a meaningful quantity for a primary calculation. The largest value on a numerical mesh is not, since it rises as the mesh is refined.

## What removes the zero and the infinity

Charge transfer needs an overpotential $\eta$. For Tafel kinetics with transfer coefficient $\alpha$, $\eta$ grows as $(R_gT/\alpha F)\ln i$, where $R_g$ is the gas constant. Its slope is the charge-transfer resistance

$$R_p=\frac{d\eta}{di}=\frac{R_gT}{\alpha F\,i}.$$

At 298 K, $\alpha=0.5$ and the mean density, $R_p=2.49\ \Omega\,\text{cm}^2$. Linearising about the mean density $i_m$ gives $\eta\simeq(\eta_m-R_pi_m)+R_pi$. The constant merely shifts the effective potential of the metal. With $u$ now measured from that shifted potential, the electrode condition $u=0$ is replaced by

$$\kappa\frac{\partial u}{\partial n}=i=\frac{u}{R_p},\qquad\text{or}\qquad\frac{\partial u}{\partial n}=\frac{u}{L},\quad L=\kappa R_p .$$

Here $n$ points into the solution, and $L=0.50\times2.49\simeq1.25$ cm. The density is now proportional to the local potential, which has a finite positive value $u_c$ at the junction. The density there is finite and nonzero whatever the angle.

For $\beta<180°$ the approach to this value can be found. Near the junction, add to $u_c$ a potential $g\,r\cos(\beta-\theta)$, which varies along the insulator and has no gradient across it. Its normal gradient at the electrode is $g\sin\beta$, which must equal $u_c/L$. Along the electrode this gives

$$i(r)\simeq i_c\left(1+\frac{r}{L}\cot\beta\right),\qquad i_c=\frac{u_c}{R_p}.$$

At the acute end the computed junction value is 2.32 mA/cm², so at 1 mm the formula gives $2.32\,(1+0.080\times1.23)=2.55$; the field solution gives 2.56 mA/cm². At the obtuse end the formula has a shorter range, because the next term, of order $r^{\pi/\beta}=r^{1.28}$, dies out only slightly faster than the linear one as $r\to0$.

Total current is held at 1 A in this comparison, and charge-transfer resistance is included at the cathode only (densities in mA/cm²):

| Place | Primary | With kinetics |
|---|---:|---:|
| Acute end, 10 mm | 1.75 | 4.80 |
| Acute end, 1 mm | 0.086 | 2.56 |
| Obtuse end, 10 mm | 44.2 | 41.5 |
| Obtuse end, 1 mm | 106.5 | 56.9 |
| Obtuse end, 0.1 mm | 245.6 | 60.0 |

The ordering of the two ends survives, while the power laws do not.

## The model beside a real plating test

The cell dimensions are those of a standard plating test cell, and 1 A is an ordinary test current. The bath values are rough ones for acid copper with much acid and little copper: 0.3 mol/L, well below many decorative baths. Charge-transfer resistance, which the primary distribution leaves out, matters greatly for these values. With $R_p$ fixed at its mean-density value, the density 1 mm from the obtuse end is roughly halved and that at the acute end rises thirtyfold. The local density varies widely, however, so this linearisation is crude: the full Tafel law gives about 72 and 5.1 mA/cm² at the same two places, or about 0.7 and 60 times the primary values. The Tafel law itself neglects the reverse reaction, so it needs a local density well above the exchange density. Where that fails, as it may at the acute end, the density there is lower than the Tafel value. Bath additives change the kinetics further.

Supply of copper ions sets another ceiling. With diffusivity $D=5\times10^{-6}$ cm²/s and a diffusion layer $\delta=50$ µm, the limiting density is $2FDc/\delta=58$ mA/cm². The one-term primary law reaches this 5.4 mm from the obtuse corner. At the corner itself the density is 60.5 mA/cm² with linearised kinetics and about 86 mA/cm² with the full Tafel law, so concentration gradients cannot be neglected there. The limit scales inversely with $\delta$, which depends on agitation. Joule heating is minor: 0.44 W warms the bath by about 0.024 K/min.

## What to do about it

**Compare the distance of interest with $L=\kappa R_p$.** Well below $L$, kinetics flatten the corner behaviour; well above it, the primary field becomes a fair guide. The approach is slow at an acute end: in this cell the density with linearised kinetics is still about 30% above the primary value at a distance of $3L$. In this example $L$ is 12.5 mm, so the sidewall angle of a 50 µm resist opening would not produce the primary power law. Under Tafel kinetics $L$ is inversely proportional to current density, so plating more slowly weakens the edge effect, at the cost of time. This holds only while the density stays well above the exchange density; nearer to it the reverse reaction stops $R_p$ from growing, and it falls again. With Butler–Volmer kinetics (transfer coefficients 0.5 and 1.5, exchange density 5 mA/cm²), the ratio of the obtuse-corner density to the mean in this cell is 4.2 at 1 A and 2.4 at 0.2 A, but 2.7 at 0.05 A.

**Bring insulating walls to the electrode at 90° where edge build-up matters.** This removes the local zero or infinity. Uniformity over the whole part needs more: for example, flat parallel electrodes that completely fill the ends of a straight insulating channel. A short shield acts locally, at distances small compared with its height.

**Move the junction off the part.** A sacrificial conductor that continues the cathode surface at the same potential takes the edge current itself. The gap between it and the part must be small compared with the distance over which uniformity is wanted.

**Treat the corner angle as a property of a length scale.** A gap, a fillet or the growing deposit changes the geometry close to the junction. The law for the nominal angle then applies at distances large compared with that detail and small compared with the cell.

## Computed results

```
Hull cell walls 127 and 48 mm, anode 64 mm
cathode length 101.7 mm, liquid depth 47.7 mm
conductivity 0.50 S/cm, total current 1.00 A
ohmic voltage 0.442 V, mean cathode density 20.6 mA/cm2
conductance times conjugate conductance 1.00003 (ideal 1)
cathode, long wall: angle 39.01 deg, nu 2.3070
  exponent: law 1.3070, field 1.3086; a0 ratio of arcs 15/30 mm 0.9999
  density at 1.0 mm: law 0.086, field 0.086 mA/cm2
anode, long wall: angle 90.00 deg, nu 1.0000
  exponent: law 0.0000, field 0.0000; a0 ratio of arcs 15/30 mm 1.0000
  density at 0.1 mm: law 30.225, field 30.226 mA/cm2
anode, short wall: angle 90.00 deg, nu 1.0000
  exponent: law 0.0000, field -0.0000; a0 ratio of arcs 15/30 mm 1.0000
  density at 0.1 mm: law 35.653, field 35.653 mA/cm2
cathode, short wall: angle 140.99 deg, nu 0.6384
  exponent: law -0.3616, field -0.3615; a0 ratio of arcs 15/30 mm 1.0000
  density at 0.1 mm: law 245.595, field 245.294 mA/cm2
second cell, 60 deg: exponent law 0.5000, field 0.5000
second cell, 120 deg: exponent law -0.2500, field -0.2498
flush strip, 180 deg: gradient at r=1e-4: law 70.711, field 70.712 (half-width 1)
charge-transfer resistance 2.49 ohm cm2, crossover length 12.5 mm
cathode, long wall: distance mm | one-term law | primary | with kinetics, mA/cm2
   10.0 |    1.747 |    1.747 |    4.802
    3.0 |    0.362 |    0.362 |    3.032
    1.0 |    0.086 |    0.086 |    2.556
  with kinetics: at junction 2.32 mA/cm2, exponent 0.0184
cathode, short wall: distance mm | one-term law | primary | with kinetics, mA/cm2
   10.0 |   46.443 |   44.155 |   41.548
    1.0 |  106.800 |  106.498 |   56.896
    0.1 |  245.595 |  245.294 |   60.036
  with kinetics: at junction 60.51 mA/cm2, exponent -0.0126
current within 1 mm of short-wall end: 7.98 % of total
  part from 0.01 to 1 mm: law 7.555 %, field 7.542 %
inputs: T 298.15 K, transfer coefficient 0.5, copper 0.3 mol/L
  diffusivity 5.0e-06 cm2/s, diffusion layer 50 um
mass-transfer limit 57.9 mA/cm2; one-term primary law reaches it at 5.438 mm
Joule heating 0.024 K/min (water-like heat capacity 4.2 J/(mL K))
```
